# Why the fermion loop factor −1 is not a convention

**Is the factor $-1$ for a fermion loop a convention?**

Take the Dirac field at a single momentum $\mathbf p$. The one-particle Hamiltonian $h=c\,\boldsymbol\alpha\cdot\mathbf p+\gamma^0mc^2$ obeys $h^2=E^2$, and $\Lambda_\pm=(1\pm h/E)/2$ project on its eigenvalues $\pm E$. With unit spinors $u_r$ (energy $+E$) and $v_r$ (energy $-E$), $r=1,2$,
$$\psi(t)=\sum_r\left[b_ru_re^{-iEt/\hbar}+d_r^\dagger v_re^{+iEt/\hbar}\right],\qquad \{b,b^\dagger\}=\{d,d^\dagger\}=1 .$$
The propagator $G_{ab}(t)=\langle0|T\psi_a(t)\psi_b^\dagger(0)|0\rangle$ equals $\langle\psi_a(t)\psi_b^\dagger\rangle$ for $t>0$ and $-\langle\psi_b^\dagger\psi_a(t)\rangle$ for $t<0$. Since $\sum uu^\dagger=\Lambda_+$ and $\sum vv^\dagger=\Lambda_-$,
$$G(t)=\theta(t)\Lambda_+e^{-iEt/\hbar}-\theta(-t)\Lambda_-e^{+iEt/\hbar}.$$
The relative minus sign is forced: a Green function, $(i\hbar\partial_t-h)G=i\hbar\delta(t)$, must jump by the unit matrix at $t=0$, and this one jumps by $\Lambda_++\Lambda_-=1$.

Let $j=\psi^\dagger\alpha_z\psi$. Acting on the vacuum, $j$ gives a constant plus pair states $\sum(u_r^\dagger\alpha_zv_{r'})\,b_r^\dagger d_{r'}^\dagger|0\rangle$ of energy $2E$. Inserting them, with the constant removed,
$$\langle Tj(t)j(0)\rangle_{\rm conn}=w\,e^{-2iE|t|/\hbar},\qquad w=\sum_{rr'}|u_r^\dagger\alpha_zv_{r'}|^2=\mathrm{tr}[\alpha_z\Lambda_+\alpha_z\Lambda_-].$$
From $\{\alpha_z,h\}=2cp_z$ follows $\alpha_zh\alpha_z=2cp_z\alpha_z-h$, so $\mathrm{tr}[\alpha_zh\alpha_zh]=8c^2p_z^2-4E^2$; the terms linear in $h$ are traceless, and
$$w=\tfrac14\left[4-\frac{8c^2p_z^2-4E^2}{E^2}\right]=2\left(1-\frac{c^2p_z^2}{E^2}\right)>0 .$$
The loop diagram for the same quantity is $\eta\,\mathrm{tr}[\alpha_zG(t)\alpha_zG(-t)]$, where $\eta$ is the loop factor. For $t>0$, $G(t)=\Lambda_+e^{-iEt/\hbar}$ and $G(-t)=-\Lambda_-e^{-iEt/\hbar}$, so the trace is $-w\,e^{-2iEt/\hbar}$. A sum of squares cannot be negative, hence $\eta=-1$. Wick's theorem gives the same: in $\psi_a^\dagger(t)\psi_b(t)\psi_c^\dagger(0)\psi_d(0)$ the inner pair contracts to $G_{bc}(t)$, while the outer pair stands in the reverse order and gives $-G_{da}(-t)$.

For $p_x=0.6\,mc$, $p_z=0.8\,mc$: $E=1.414214\,mc^2$ and $w=2(1-0.64/2)=1.36$. Diagonalizing the 16-state Fock space numerically gives $+1.360000$ for the correlator with its phase removed and $-1.360000$ for the bare trace. A static perturbation $-\lambda j$ shifts the vacuum energy at second order by $-\lambda^2w/2E=-\tfrac12\chi_1\lambda^2$ with $\chi_1=w/E=0.96167/mc^2$, the value found from the curvature of the exact lowest eigenvalue. The bare loop gives $-0.96167/mc^2$: a ground state pushed upward at second order, which perturbation theory forbids.

## The counter-example: a field that makes pairs

Suppose $\eta=+1$ were an allowed choice. Apply a uniform potential $A_z(t)$ in a volume $V$, with $\mathcal E=-\partial_tA$. The coupling is $H'=-qcA\sum_{\mathbf p}j_{\mathbf p}$, $q=-e$, and $\sum_{\mathbf p}=V\int d^3p/(2\pi\hbar)^3$. Define $\chi$ from the loop, whose value is $-\eta w\,e^{-2iE|t|/\hbar}$ per mode:
$$\chi_\eta(\omega)=e^2c^2\!\int\!\frac{d^3p}{(2\pi\hbar)^3}\frac{i}{\hbar}\!\int\! dt\,e^{i\omega t}(-\eta w)e^{-2iE|t|/\hbar}=-\eta e^2c^2\!\int\!\frac{d^3p}{(2\pi\hbar)^3}\,w\left[\frac1{2E-\hbar\omega-i0}+\frac1{2E+\hbar\omega-i0}\right].$$
The two terms come from $t>0$ and $t<0$. The induced current density in linear response uses the retarded commutator, $(i/\hbar)\theta(t)w(e^{-2iEt/\hbar}-e^{2iEt/\hbar})$ per mode, whose transform equals the $\eta=-1$ expression for $\omega>0$; so $J=\chi A$ for $A\propto e^{-i\omega t}$. Since $\mathcal E=i\omega A$, $J=-i\omega(\chi/\omega^2)\mathcal E$, which adds to the displacement current $-i\omega\varepsilon_0\mathcal E$. The vacuum has a relative permittivity $\varepsilon$, and $\Pi$ is defined here by
$$\varepsilon=1-\Pi,\qquad \Pi=-\chi/(\varepsilon_0\omega^2).$$
One may define $\varepsilon=1+\Pi$ instead, or change the metric; that moves the sign of a symbol. The sign of $\mathrm{Im}\,\varepsilon$ is measurable.

For the imaginary part use $\mathrm{Im}\,(2E-\hbar\omega-i0)^{-1}=\pi\delta(2E-\hbar\omega)$, $d^3p\to4\pi pE\,dE/c^2$ and $\int dE\,\delta(2E-\hbar\omega)=\tfrac12$. With $\beta=pc/E$ and $E=\hbar\omega/2$, $pE=\beta\hbar^2\omega^2/4c$, and the angular average is $\langle w\rangle=2(1-\beta^2/3)$. Then
$$\mathrm{Im}\,\chi=-\eta e^2c^2\pi\,\frac{4\pi pE\langle w\rangle}{2c^2\,8\pi^3\hbar^3}=-\eta\frac{e^2\omega^2\beta\langle w\rangle}{16\pi\hbar c},\qquad \mathrm{Im}\,\Pi=\eta\,\frac{\alpha\beta\langle w\rangle}{4},$$
with $\alpha=e^2/4\pi\varepsilon_0\hbar c$. Let $\kappa=mc/\hbar$ and $s=\omega^2/c^2$. Then $\beta^2=1-4\kappa^2/s$, $\langle w\rangle=\tfrac43(1+2\kappa^2/s)$, and
$$\mathrm{Im}\,\Pi_\eta=\eta\,\frac\alpha3\,\beta\left(1+\frac{2\kappa^2}{s}\right)\quad(s>4\kappa^2),$$
vanishing below threshold.

The loop fixes the amplitude for the vacuum to stay empty. The first-order term vanishes, since $\langle j_{\mathbf p}\rangle$ is odd in $p_z$. At second order, with $\tilde A(\omega)=\int A\,e^{i\omega t}dt$,
$$\langle0|S|0\rangle=1+\frac12\Big(\frac i\hbar\Big)^2\!\iint\!\langle TH'H'\rangle=1+\frac{iV}{2\hbar}\int\!\frac{d\omega}{2\pi}\chi|\tilde A|^2 .$$
As $\chi$ is even in $\omega$, $\mathrm{Im}\,\chi=-\varepsilon_0\omega^2\mathrm{Im}\,\Pi$ and $|\tilde{\mathcal E}|=\omega|\tilde A|$,
$$|\langle0|S|0\rangle|^2=1-P,\qquad P=\frac{\varepsilon_0V}{\hbar}\int_0^\infty\!\frac{d\omega}{\pi}|\tilde{\mathcal E}|^2(-\mathrm{Im}\,\Pi).$$
Unitarity makes $P$ the probability of a pair. For $\mathcal E_0\cos\omega t$ lasting a long time $T$, Parseval's theorem gives $\int_0^\infty|\tilde{\mathcal E}|^2d\omega/\pi=\int\mathcal E^2dt=\mathcal E_0^2T/2$, so $\Gamma/V=\varepsilon_0\mathcal E_0^2(-\mathrm{Im}\,\Pi)/2\hbar$. This is also the absorbed power density $\tfrac12\omega\varepsilon_0\mathcal E_0^2\,\mathrm{Im}\,\varepsilon$ divided by $\hbar\omega$.

The golden rule needs no loop. The $e^{-i\omega t}$ part of $H'$ has strength $ec\mathcal E_0/2\omega$, so
$$\frac\Gamma V=\frac{2\pi}\hbar\frac{e^2c^2\mathcal E_0^2}{4\omega^2}\langle w\rangle\frac{4\pi pE}{2c^2\,8\pi^3\hbar^3}=\frac{e^2\mathcal E_0^2\beta\langle w\rangle}{32\pi\hbar^2c}=\frac{\varepsilon_0\mathcal E_0^2}{2\hbar}\,\frac{\alpha\beta\langle w\rangle}{4},$$
which agrees with the loop only for $\eta=-1$.

Choose $\hbar\omega=3mc^2=1.532997$ MeV ($s=9\kappa^2$), $\mathcal E_0=10^{11}$ V/m, $V=10^{-30}\ \mathrm{m^3}$, $T=10^{-15}$ s. The field is weak, $e\mathcal E_0/mc\omega=2.5\times10^{-8}$, and $V$ is to be read as a part of a larger region of uniform field, so that the continuum density of states applies. The whole region then produces many pairs (a periodic cube must be a few nanometres wide before its momentum sum comes within a few percent of the integral, and it then holds tens of pairs), but a uniform field excites each momentum independently and, here, with a probability below $2\times10^{-4}$. The survival probabilities of the modes multiply, and $P$ is the expected number of pairs per volume $V$. (An isolated periodic cube of side $L=10^{-10}$ m, though far larger than $1/\kappa=3.86\times10^{-13}$ m, has pair energies spaced by $(2\pi\hbar c/L)^2/E\approx200$ eV, much coarser than the resolution $\hbar/T\approx0.66$ eV, and its momentum sum could not be replaced by an integral.) Then
$$|\mathrm{Im}\,\Pi|=\tfrac13(7.29735\times10^{-3})(0.745356)(1.222222)=2.21594\times10^{-3},$$
$$\frac\Gamma V=\frac{(8.85419\times10^{10}\ \mathrm{J/m^3})(2.21594\times10^{-3})}{2\hbar}=9.30252\times10^{41}\ \mathrm{m^{-3}s^{-1}},$$
and multiplying by $VT$ gives $P=9.30252\times10^{-4}$, the number also obtained from the golden rule with numerical spinors. With $\eta=-1$ each volume $V$ multiplies the survival probability of the vacuum by $1-P=0.999070$, to first order in $P$. With $\eta=+1$, $P=-9.30252\times10^{-4}$ and the factor is $1.000930$, so the survival probability of the region exceeds one. The golden-rule rate stays positive; the probability read from the loop turns negative, the two disagree, and unitarity is broken. As a check free of perturbation theory, the Dirac equation was integrated in time, mode by mode, for a Gaussian pulse $eA_0e^{-t^2/2\tau^2}\cos\omega t$ with $eA_0=5\times10^{-4}mc$ and $\tau=1.2881\times10^{-20}$ s. It yields $8.3705\times10^{30}$ pairs per m³, against $8.3706\times10^{30}$ from the formula for $P/V$ with $\eta=-1$.

The value $\eta=+1$ is what commuting fields would give. With $[d,d^\dagger]=+1$ and no minus sign in $T$, the jump is $\langle[\psi,\psi^\dagger]\rangle=\Lambda_+-\Lambda_-$, with eigenvalues $-1,-1,+1,+1$, and $G$ is no Green function. Keeping the propagator requires $[d,d^\dagger]=-1$, so that $d^\dagger|0\rangle$ has negative norm. That is the source of the negative probability.

## The correct statement

Let $s=\omega^2/c^2-\mathbf k^2$ and $\Pi(0)=0$. At one loop, for one Dirac species,
$$\Pi_\eta(s)=\frac s\pi\int_{4\kappa^2}^\infty\!\frac{\mathrm{Im}\,\Pi_\eta(s')\,ds'}{s'(s'-s-i0)}=-\eta\frac{2\alpha}\pi\int_0^1\!x(1-x)\ln\!\Big[1-\frac{x(1-x)s}{\kappa^2}-i0\Big]dx .$$
Positive probabilities require $\mathrm{Im}\,\Pi\le0$, hence $\eta=-1$, and this same inequality makes the effective charge grow with momentum transfer. Dropping the $-1$ reverses both.

*Real part.* The bracket in $\chi$ is $4E/(4E^2-W^2)$ with $W=\hbar\omega$. Writing $y=W^2/4E^2$ and $1/(1-y)=1+y+y^2/(1-y)$,
$$\frac{4E}{4E^2-W^2}=\frac1E+\frac{W^2}{4E^3}+\frac{W^4}{4E^3(4E^2-W^2)} .$$
The first term is the response to a constant $A$, which only shifts $\mathbf p\to\mathbf p-q\mathbf A$. Indeed $c^2w/E=2\,\partial^2E/\partial p_z^2$ is a total derivative; its integral is a surface term, absent when the cutoff is put on the kinetic momentum as gauge invariance demands. The second term adds a constant, logarithmically divergent, to $\varepsilon$; it is absorbed in the charge measured at $s=0$. Both are real and leave $\mathrm{Im}\,\Pi$ alone. The third gives
$$\Pi_\eta=\eta\frac{e^2c^2\hbar^2}{\varepsilon_0}\int\!\frac{d^3p}{(2\pi\hbar)^3}\frac{wW^2}{4E^3(4E^2-W^2)}=\eta\frac{2\alpha}\pi\int\!\frac{dE}{4E}\,\beta\langle w\rangle\frac{W^2}{4E^2-W^2},$$
using $d^3p\to4\pi\beta E^2dE/c^3$. With $s'=(2E/\hbar c)^2$, $dE/E=ds'/2s'$ and $W^2/(4E^2-W^2)=s/(s'-s)$, which is the first form above.

*Any wave vector.* Lorentz covariance and current conservation allow only the tensor $(s\,g^{\mu\nu}-k^\mu k^\nu)\Pi(s)$. A pair of invariant mass $\hbar\sqrt{s'}/c$ and momentum $\hbar\mathbf k$ has $E_n^2=\hbar^2c^2(s'+\mathbf k^2)$, so its denominator is $E_n^2-\hbar^2\omega^2=\hbar^2c^2(s'-s)$, while its weight is fixed by covariance from the rest frame computed above. The formula therefore holds for all $s$. For a conserved source the $k^\mu k^\nu$ term drops out and the potential is divided by $1-\Pi(s)$.

*Second form.* Put $L=\ln(1-s/s')$, so $dL=s\,ds'/[s'(s'-s)]$, and $s'=4\kappa^2/(1-\beta^2)$, $\mathrm{Im}\,\Pi=\eta\frac\alpha2(\beta-\beta^3/3)$. Integrating by parts, the boundary terms vanish ($\beta=0$ at one end, $L=0$ at the other), leaving $\Pi=-\eta\frac\alpha{2\pi}\int_0^1(1-\beta^2)L\,d\beta$. With $\beta=1-2x$, $1-\beta^2=4x(1-x)$, this is $-\eta\frac{4\alpha}\pi\int_0^{1/2}x(1-x)L\,dx$, and the symmetry $x\to1-x$ completes it.

*Screening.* A static charge has $s=-Q^2$ and $\alpha_{\rm eff}=\alpha/(1-\Pi)$. Since $\frac{d}{dQ^2}\frac{Q^2}{s'+Q^2}=\frac{s'}{(s'+Q^2)^2}$,
$$\frac{d\Pi(-Q^2)}{dQ^2}=\frac1\pi\int\frac{-\mathrm{Im}\,\Pi(s')}{(s'+Q^2)^2}\,ds' ,$$
which does not depend on the subtracted constant. It is positive for $\eta=-1$: a closer probe sees more charge, which is screening. For $Q\ll\kappa$, $\int x^2(1-x)^2dx=\frac1{30}$ gives $\Pi=\alpha Q^2/15\pi\kappa^2$. For $Q\gg\kappa$, $\int x(1-x)dx=\frac16$ and $\int x(1-x)\ln[x(1-x)]dx=2(-\frac14+\frac19)=-\frac5{18}$ give $\Pi=\frac\alpha{3\pi}[\ln(Q^2/\kappa^2)-\frac53]$. Quadrature of the $x$-integral, which agrees with the mode integral, gives:

| $Q/\kappa$ | $\Pi$, $\eta=-1$ | $1/\alpha_{\rm eff}$, $\eta=-1$ | $1/\alpha_{\rm eff}$, $\eta=+1$ |
|---|---|---|---|
| 1 | $1.40367\times10^{-4}$ | 137.0168 | 137.0552 |
| 10 | $2.31931\times10^{-3}$ | 136.7182 | 137.3538 |
| 100 | $5.84133\times10^{-3}$ | 136.2355 | 137.8365 |

For instance $137.0360\,(1-0.00584133)=136.2355$.

*Position space.* To first order $\tilde\phi(Q)=(Ze/\varepsilon_0Q^2)(1+\Pi)$, and $\Pi/Q^2=\frac1\pi\int\frac{ds'}{s'}\frac{-\mathrm{Im}\,\Pi}{s'+Q^2}$. Each $1/(s'+Q^2)$ transforms to $e^{-\sqrt{s'}r}/4\pi r$. With $s'=4\kappa^2t^2$, $ds'/s'=2dt/t$ and $\beta=\sqrt{t^2-1}/t$, this is the Uehling potential,
$$\phi(r)=\frac{Ze}{4\pi\varepsilon_0r}\left[1-\eta\frac{2\alpha}{3\pi}\int_1^\infty\!\Big(1+\frac1{2t^2}\Big)\frac{\sqrt{t^2-1}}{t^2}e^{-2\kappa rt}dt\right].$$
Take a one-electron ion with $Z=56$ as a model with a point nucleus and the Schrödinger 1s density $(\lambda^3/\pi)e^{-2\lambda r}$, $\lambda=Z\alpha\kappa$. With $Z\alpha=0.4087$ relativistic effects are large, so this illustrates the sign and is no prediction. For $\eta=-1$ the relative correction to $\phi$ is $+1.7245\times10^{-3}$ at $r=0.1/\kappa$ and $+5.5643\times10^{-5}$ at $r=1/\kappa$. The shift $-e\langle\delta\phi\rangle$ of the level at $-42.667$ keV is $-5.7427$ eV, the same by quadrature in position and in momentum space; $\eta=+1$ would give $+5.7427$ eV. The small-$Q$ limit makes $\delta\phi=Ze\alpha\,\delta^3(\mathbf r)/15\pi\varepsilon_0\kappa^2$ and the shift $-4\alpha(Z\alpha)^4mc^2/15\pi=-8.8271$ eV. Within this model it overestimates the size because the density $e^{-2\lambda r}$ already falls over the range of $\delta\phi$. The orbit, $1/\lambda=2.4471/\kappa$, is four times the mean radius of $\delta\phi$ (weighted by volume), $0.61/\kappa$, yet at that radius the density is down to $0.61$ of its value at the nucleus. This reduction belongs to the Schrödinger density. The Dirac 1s density of a point nucleus, $\propto r^{2\gamma-2}e^{-2\lambda r}$ with $\gamma=\sqrt{1-(Z\alpha)^2}$, is enhanced near the nucleus, and the same $\delta\phi$ averaged over it gives $-8.61$ eV, close to the contact value and of the same sign.

## What the statement does not say

It does not say that boson loops, lacking the $-1$, antiscreen. For a charged scalar each mode is $\varphi=(a+b^\dagger)/\sqrt{2E}$, with $H=\pi^\dagger\pi+[m^2c^4+c^2(\mathbf p-q\mathbf A)^2]\varphi^\dagger\varphi$. The term linear in $A$ is $-2c^2p_zqA\,\varphi^\dagger\varphi$, with pair amplitude $-qcA\,(cp_z/E)$; the $A^2$ term adds only a real constant to $\chi$. So $w=c^2p_z^2/E^2$, $\langle w\rangle=\beta^2/3$ and $\mathrm{Im}\,\Pi=-\alpha\beta^3/12$, equal to $-2.51811\times10^{-4}$ at $s=9\kappa^2$. The scalar propagator $e^{-iE|t|/\hbar}/2E$ has the same sign for both time orders, so its square is already positive and no $-1$ is needed. Time integration of the Klein–Gordon modes in the same pulse gives $9.5256\times10^{29}$ pairs per m³, as does the formula.

The pair-creation argument needs a vacuum that is the ground state, states of positive norm, a gauge-invariant current, and a field weak enough that the pair probability of each mode is small. A medium with inverted populations has $\mathrm{Im}\,\varepsilon<0$ legitimately, because it is not a ground state. Non-Abelian gauge bosons antiscreen; they carry the charge they couple to, their current is not gauge invariant, and the positivity argument does not apply to them.

## Calculated quantities

```
alpha = 7.297352564e-03, 1/alpha = 137.035999
m c^2 = 0.510999 MeV, kappa = 2.589605e+12 1/m, 1/kappa = 3.861593e-13 m
mode: px = 0.6 mc, pz = 0.8 mc, E = 1.414214 mc^2, w = 1.360000
<jj> e^(2iEt/hbar) = 1.360000, bare trace = -1.360000
commuting-field jump eigenvalues: [-1. -1.  1.  1.]
static chi per mode: Fock 0.96167, bare loop -0.96167 (1/mc^2)
(a) hbar omega = 1.532997 MeV, omega = 2.32903e+21 1/s, s = 9.0 kappa^2
E0 = 1.0e+11 V/m, V = 1.0e-30 m^3, T = 1.0e-15 s
e E0/(m c omega) = 2.519e-08, eps0 E0^2 = 8.85419e+10 J/m^3
beta = 0.745356, 1+2kappa^2/s = 1.222222, <w> = 1.629630
golden rule: Gamma/V = 9.30252e+41 1/(m^3 s), P = 9.30252e-04
eta=-1: Im Pi = -2.21594e-03, Gamma/V = +9.30252e+41 1/(m^3 s)
eta=-1: P = +9.30252e-04, |<0|S|0>|^2 = 0.999070
eta=+1: Im Pi = +2.21594e-03, Gamma/V = -9.30252e+41 1/(m^3 s)
eta=+1: P = -9.30252e-04, |<0|S|0>|^2 = 1.000930
scalar Im Pi at same s = -2.51811e-04
pulse: eA0 = 0.0005 mc, tau = 10.0 hbar/mc^2 = 1.2881e-20 s
Dirac pairs/V: integrated 8.3705e+30, from Im Pi 8.3706e+30 1/m^3
scalar pairs/V: integrated 9.5256e+29, from Im Pi 9.5256e+29 1/m^3
(b) Q = 1 kappa (hbar c Q = 0.511 MeV): Pi(eta=-1) = 1.40367e-04
    1/alpha_eff: eta=-1 137.0168, eta=+1 137.0552
(b) Q = 10 kappa (hbar c Q = 5.110 MeV): Pi(eta=-1) = 2.31931e-03
    1/alpha_eff: eta=-1 136.7182, eta=+1 137.3538
(b) Q = 100 kappa (hbar c Q = 51.100 MeV): Pi(eta=-1) = 5.84133e-03
    1/alpha_eff: eta=-1 136.2355, eta=+1 137.8365
(c) Z = 56, Z alpha = 0.408652, a0/Z = 9.44959e-13 m = 2.4471/kappa
r = 0.1/kappa = 3.8616e-14 m: dV/V = +1.7245e-03 (eta=-1), -1.7245e-03 (eta=+1)
r = 1.0/kappa = 3.8616e-13 m: dV/V = +5.5643e-05 (eta=-1), -5.5643e-05 (eta=+1)
Schroedinger 1s energy = -42.667 keV
1s shift, contact limit -4 alpha (Z alpha)^4 mc^2/(15 pi) = -8.8271 eV
1s shift eta=-1: position -5.7427 eV, momentum -5.7427 eV
1s shift eta=+1: +5.7427 eV
```
